# Unbiased molecular orientations for adsorption searches: the random-rotation setting

## What symmetry requires of a random orientation

An adsorption search places a molecule above a surface in many starting orientations and relaxes each one. A setting for random orientations should introduce no preference of its own. Its probability law must therefore stay the same when the laboratory axes are turned, and when the axes in which the molecule was typed in are turned. Let $R$ carry the molecule from its input frame to the surface frame, whose $z$ axis is the surface normal. The two requirements are invariance under $R\to SR$ and under $R\to RS$, for every fixed rotation $S$.

The first requirement already fixes the law. Suppose a volume element on the set of rotations is invariant under $R\to SR$, and let $f(R)$ be the probability density relative to it. Invariance demands $f(SR)=f(R)$. Any $R_1$ is carried to any $R_2$ by $S=R_2R_1^{-1}$, so $f(R_1)=f(R_2)$ and $f$ is constant. What remains is to find the invariant volume.

The surface itself does distinguish directions, but through the energy, which the relaxation supplies. "Unbiased" means here uniform in orientation. It does not mean that all minima are found equally often, or that starts follow thermal populations.

## Why unit quaternions give the invariant volume

Write a quaternion as $q=(w,\mathbf v)$ with $\mathbf v=(x,y,z)$, and define

$$(a,\mathbf a)(b,\mathbf b)=(ab-\mathbf a\cdot\mathbf b,\; a\mathbf b+b\mathbf a+\mathbf a\times\mathbf b).$$

A rotation by $\omega$ about the unit vector $\mathbf n$ is represented by $q=(c,s\mathbf n)$, with $c=\cos(\omega/2)$ and $s=\sin(\omega/2)$. It acts on a position $\mathbf r$ as $q(0,\mathbf r)q^*$, where $q^*=(c,-s\mathbf n)$. The first product is $(-s\,\mathbf n\cdot\mathbf r,\;c\mathbf r+s\,\mathbf n\times\mathbf r)$. After the second, the scalar part cancels and the vector part is

$$c^2\mathbf r+s^2\mathbf n(\mathbf n\cdot\mathbf r)+2cs\,\mathbf n\times\mathbf r-s^2(\mathbf n\times\mathbf r)\times\mathbf n .$$

Since $(\mathbf n\times\mathbf r)\times\mathbf n=\mathbf r-\mathbf n(\mathbf n\cdot\mathbf r)$, this equals

$$R\mathbf r=(c^2-s^2)\mathbf r+2s^2\mathbf n(\mathbf n\cdot\mathbf r)+2cs\,\mathbf n\times\mathbf r .$$

With $c^2-s^2=\cos\omega$, $2s^2=1-\cos\omega$ and $2cs=\sin\omega$, it is the rotation by $\omega$ about $\mathbf n$. In components ready for use,

$$R\mathbf r=(2w^2-1)\mathbf r+2\mathbf v(\mathbf v\cdot\mathbf r)+2w\,\mathbf v\times\mathbf r. \tag{1}$$

The expression is even in $q$, so $q$ and $-q$ are the same rotation. The quaternion product is associative and $(q_2q_1)^*=q_1^*q_2^*$, so successive rotations correspond to the product $q_2q_1$.

The squared length of a product is

$$(ab-\mathbf a\cdot\mathbf b)^2+|a\mathbf b+b\mathbf a|^2+|\mathbf a\times\mathbf b|^2,$$

because the cross product is perpendicular to both vectors. The terms $\mp2ab\,\mathbf a\cdot\mathbf b$ cancel, and $(\mathbf a\cdot\mathbf b)^2+|\mathbf a\times\mathbf b|^2=|\mathbf a|^2|\mathbf b|^2$. What is left is $(a^2+|\mathbf a|^2)(b^2+|\mathbf b|^2)$. Multiplication by a unit quaternion, from either side, is thus a linear map of four-dimensional space that preserves length. Such a map preserves volume on the unit sphere $w^2+x^2+y^2+z^2=1$. Uniform points on this sphere meet both symmetry requirements.

The simplest generator draws four independent standard normal numbers and divides them by their common length. Their joint density is proportional to $\exp[-(g_1^2+g_2^2+g_3^2+g_4^2)/2]$. It depends on length alone, so all directions in four dimensions are equally likely.

## The same law in Euler angles

Take $R=R_z(\alpha)R_y(\beta)R_z(\gamma)$, with $\alpha,\gamma\in[0,2\pi)$ and $\beta\in[0,\pi]$. The rightmost rotation acts first and leaves the body $z$ axis alone. The middle one tilts that axis by $\beta$, and the last turns it about the surface normal. So $\beta$ is the angle between the body $z$ axis and the normal.

Multiplying the three quaternions and using the addition theorems gives

$$\begin{aligned}(w,z)&=\cos\tfrac\beta2\,(\cos\sigma,\sin\sigma),&\sigma&=\tfrac{\alpha+\gamma}2,\\(x,y)&=\sin\tfrac\beta2\,(-\sin\tau,\cos\tau),&\tau&=\tfrac{\alpha-\gamma}2.\end{aligned}\tag{2}$$

These are polar coordinates in two perpendicular planes, with radii $\cos(\beta/2)$ and $\sin(\beta/2)$. The squared distance between neighbouring points is

$$dq^2=\tfrac14d\beta^2+\cos^2\tfrac\beta2\,d\sigma^2+\sin^2\tfrac\beta2\,d\tau^2 .$$

There are no cross terms, so the volume is the product of the three lengths, $\tfrac12\cos\tfrac\beta2\sin\tfrac\beta2\,d\beta\,d\sigma\,d\tau=\tfrac14\sin\beta\,d\beta\,d\sigma\,d\tau$. The change from $(\alpha,\gamma)$ to $(\sigma,\tau)$ has a Jacobian of magnitude $\tfrac12$. Hence

$$dV=\tfrac18\sin\beta\,d\alpha\,d\beta\,d\gamma .$$

Its integral over the stated ranges is $\tfrac18(2\pi)(2)(2\pi)=\pi^2$. This is half the sphere's volume $2\pi^2$, as it should be when each pair $\pm q$ is counted once. The unbiased density in the angles is therefore $\sin\beta/(8\pi^2)$.

It follows that $\cos\beta$, not $\beta$, must be uniform. Put $u_1=\sin^2(\beta/2)=(1-\cos\beta)/2$, $\sigma=2\pi u_2$ and $\tau=-2\pi u_3$. Equation (2) becomes Shoemake's map,

$$\begin{aligned}w&=\sqrt{1-u_1}\cos2\pi u_2,&z&=\sqrt{1-u_1}\sin2\pi u_2,\\x&=\sqrt{u_1}\sin2\pi u_3,&y&=\sqrt{u_1}\cos2\pi u_3.\end{aligned}\tag{3}$$

Because $\sin\beta\,d\beta=2\,du_1$, the volume element is $\tfrac14\cdot2\cdot(2\pi)^2du_1du_2du_3=2\pi^2du_1du_2du_3$. Three independent uniform numbers in $[0,1)$ thus cover the sphere uniformly.

## What uniform Euler angles do

Drawing all three angles uniformly gives the constant density $1/(2\pi\cdot\pi\cdot2\pi)=1/(4\pi^3)$. Relative to the unbiased density this is

$$W(\beta)=\frac{1/(4\pi^3)}{\sin\beta/(8\pi^2)}=\frac{2}{\pi\sin\beta}. \tag{4}$$

The factor diverges at both poles, passes through one where $\sin\beta=2/\pi$ (near $40^\circ$ and $140^\circ$), and falls to $2/\pi$ at $90^\circ$. Geometrically, equal steps of $\beta$ receive equal numbers of points, although the rings they cut from a sphere shrink towards the poles.

Consider a planar molecule whose plane normal is the body $z$ axis. "Flat" means that this normal lies within $\delta$ of either pole. The two probabilities are

$$P_{\rm unif}=2\cdot\tfrac12\int_0^\delta\sin\beta\,d\beta=1-\cos\delta,\qquad P_{\rm Euler}=\frac{2\delta}{\pi}.$$

For small $\delta$, $1-\cos\delta\approx\delta^2/2$, and the ratio tends to $4/(\pi\delta)$. At $15^\circ$ the probabilities are 3.41 % and 16.67 %, a ratio of 4.89.

A numerical demonstration drew 400 000 orientations by each method, rotated a triangular molecule, and found the plane normal from the rotated atoms. Its tilt is folded into $0$–$90^\circ$, since a plane normal has no sign.

| Tilt (deg) | Quaternions (%) | Euler (%) |
|---|---:|---:|
| 0–15 | 3.45 | 16.61 |
| 15–30 | 9.93 | 16.69 |
| 30–45 | 15.90 | 16.74 |
| 45–60 | 20.75 | 16.72 |
| 60–75 | 24.15 | 16.65 |
| 75–90 | 25.82 | 16.60 |

The Euler column is level at one sixth, and the quaternion column follows the differences of $\cos\beta$. In a $5^\circ$ cap the formula gives an excess of 14.60 and the sample 14.26. About 1520 of the quaternion starts are expected there, so their relative counting noise is $1/\sqrt{1520}\approx2.6\,\%$, enough to account for the difference.

## The bias depends on the input file

The poles belong to the body $z$ axis, not to any chemical feature. Let a molecular axis make an angle $\chi$ with body $z$. Choosing the zero of $\gamma$ suitably, its component along the surface normal is

$$n_z=\cos\chi\cos\beta-\sin\chi\sin\beta\cos\gamma .$$

For uniform Euler angles, $\langle\cos^2\beta\rangle=\tfrac12$, $\langle\sin^2\beta\cos^2\gamma\rangle=\tfrac14$, and the cross term vanishes because $\langle\cos\gamma\rangle=0$. Thus

$$\langle n_z^2\rangle_{\rm Euler}=\tfrac12\cos^2\chi+\tfrac14\sin^2\chi=\tfrac14(1+\cos^2\chi).$$

The unbiased value is $\tfrac13$, since three equivalent squared components add to one. The Euler value runs from $\tfrac12$ at $\chi=0$ to $\tfrac14$ at $\chi=90^\circ$.

If the planar molecule is typed in with its normal along body $x$, the bias near the surface normal changes sign. The flat condition is then $|\sin\beta\cos\gamma|>\cos\delta$. At fixed $\beta$, a fraction $(2/\pi)\arccos(\cos\delta/\sin\beta)$ of the $\gamma$ values satisfies it, so

$$P_{\rm Euler}=\frac{2}{\pi^2}\int_{\pi/2-\delta}^{\pi/2+\delta}\arccos\!\left(\frac{\cos\delta}{\sin\beta}\right)d\beta .$$

Numerical integration at $\delta=15^\circ$ gives 2.19 %, which is 0.642 of the unbiased share. For a small cap the ratio tends to $2/\pi\approx0.637$, the value of $W$ at $90^\circ$. The same molecule and the same generator overpopulate flat starts almost fivefold in one input frame and lose just over a third of them in the other.

At $\cos^2\chi=\tfrac13$, or $\chi=54.74^\circ$, the mean square is correct although the distribution is not. The largest gap between the sampled and the correct cumulative distribution of $|n_z|$, multiplied by the square root of the sample size, is 32.5 there. Correct sampling makes this number of order one. A check of the second moment alone can therefore miss the fault.

## Checking the whole rotation

A correct tilt distribution does not prove that all three degrees of freedom are correct. A further check uses the angle $\omega$ of the rotation that separates a start from a fixed reference $q_0$. The scalar part of $q_0^*q$ is the four-dimensional dot product, so $\cos(\omega/2)=|q_0\cdot q|$.

By invariance the reference may be taken as the identity. Points at polar angle $\omega/2$ on the quaternion sphere form an ordinary sphere of radius $\sin(\omega/2)$ and area $4\pi\sin^2(\omega/2)$. The shell's thickness is $d\omega/2$, and the volume of all distinct rotations is $\pi^2$. The density is

$$\frac{4\pi\sin^2(\omega/2)}{\pi^2}\,\frac12=\frac{1-\cos\omega}{\pi},\qquad P(\omega<\omega_0)=\frac{\omega_0-\sin\omega_0}{\pi}. \tag{5}$$

For the 400 000 starts, the scaled gap between sampled and predicted cumulative distributions was at most 1.05 for normalized normal numbers, 1.07 for equation (3), and 1.16 for Euler angles with uniform $\cos\beta$. Each is the larger of two values, for the identity and one other reference. The second reference is needed because, by equation (2), the angle from the identity depends on $\beta$ and $\sigma$ but not on $\tau$. Uniform Euler angles gave 44.7 with the identity as reference. Two references are still no proof, since uniformity requires equation (5) to hold for every reference. Take a density proportional to $1+\sin\omega\,(\mathbf n\cdot\mathbf a)=1+2w\,\mathbf v\cdot\mathbf a$, with the unit vector $\mathbf a$ perpendicular to the rotation axis of the second reference. It satisfies equation (5) for both references and gives the correct folded tilt distribution for every body axis. Yet it nearly doubles the starts near a quarter turn about $\mathbf a$ and almost empties the region near the opposite quarter turn.

## How many starts to request

Suppose a start relaxes to a given minimum if its orientation lies within $\omega_0$ of it. Let the molecule have $g$ proper rotations that exchange identical atoms, so that the minimum appears as $g$ separate copies. This count assumes a site without rotational symmetry. A symmetric site adds those of its rotated images that are not already among the $g$ copies. If their balls do not overlap, equation (5) gives

$$p=\frac{g(\omega_0-\sin\omega_0)}{\pi}\approx\frac{g\,\omega_0^3}{6\pi}\quad(\omega_0\ll1). \tag{6}$$

All $M$ independent starts miss with probability $(1-p)^M$. To succeed with probability $P$, choose the least integer

$$M\ge\frac{\ln(1-P)}{\ln(1-p)}. \tag{7}$$

For small $p$ the cost grows as $1/\omega_0^3$. If the lateral position must also fall in a favourable area, independently of orientation and with probability $p_{xy}$, then $p$ is replaced by $p\,p_{xy}$.

A linear molecule is a different case, because rotation about its own axis changes nothing. Only the axis direction counts, and a single directed basin has $p=(1-\cos\omega_0)/2\approx\omega_0^2/4$. The cost then grows as $1/\omega_0^2$.

## Example: trimethylaluminium on an oxide

The trimethylaluminium monomer is represented by a planar AlC$_3$ triangle, with each methyl group a single sphere. The Al–C distance is 0.20 nm and the lowest atomic centre is placed 0.35 nm above the surface plane; both are rough values.

**One start.** Take $(u_1,u_2,u_3)=(0.3,0.6,0.1)$. Equation (3) gives $w=\sqrt{0.7}\cos216^\circ=-0.6769$, $z=\sqrt{0.7}\sin216^\circ=-0.4918$, $x=\sqrt{0.3}\sin36^\circ=0.3219$ and $y=\sqrt{0.3}\cos36^\circ=0.4431$. From equation (1), the bottom row of the matrix is

$$\bigl(2(xz-wy),\,2(yz+wx),\,2w^2-1+2z^2\bigr)=(0.2832,-0.8717,0.4000).$$

The last entry is $\cos\beta=1-2u_1$, so the plane normal is tilted by $66.4^\circ$. With Al at the origin and carbons at $0^\circ$, $120^\circ$ and $240^\circ$ in the body $xy$ plane, the carbon heights relative to Al are

- C1: $0.20(0.2832)=0.0566$ nm;
- C2: $-0.10(0.2832)+0.1732(-0.8717)=-0.1793$ nm;
- C3: $-0.10(0.2832)-0.1732(-0.8717)=0.1227$ nm.

C2 is lowest. Raising the molecule by $0.35+0.1793=0.5293$ nm puts Al at 0.529 nm and the carbons at 0.586, 0.350 and 0.652 nm.

**The search.** Assume basins of radius $20^\circ$. The skeleton has three rotations about its normal and three half-turns about Al–C axes, so $g=6$. Then

$$p=\frac{6(0.34907-0.34202)}{\pi}=0.01346,$$

and $P=0.99$ requires 340 starts. On a site without rotational symmetry, assumed in what follows, the count is the same for a flat and an upright minimum. On a threefold site it is not. The flat minimum keeps its 6 copies, while an upright one with an Al–C bond along the normal has 18 and needs only 112 starts.

With uniform Euler angles and the plane normal on body $z$, the upright minimum has $\beta=90^\circ$ in all six copies. Averaging $W$ over the basin by numerical integration gives 0.6445, slightly above $2/\pi$ because the basin includes tilts where $\sin\beta<1$. Hence $p=0.01346\times0.6445=0.00867$, and 529 starts are needed. When the large samples were divided into batches of 340, 99.0 % of the quaternion batches and 94.7 % of the Euler batches contained an upright hit.

For the flat minimum, equation (2) turns the basin condition into $\cos(\beta/2)|\cos\sigma|>\cos(\omega_0/2)$. The fraction of $\sigma$ values that satisfies it leads to

$$p_{\rm flat}=\frac{2g}{\pi^2}\int_0^{\omega_0}\arccos\!\left(\frac{\cos(\omega_0/2)}{\cos(\beta/2)}\right)d\beta .$$

Numerically this is 5.83 %, so 77 starts suffice. For a small basin the arccosine is approximately $\tfrac12\sqrt{\omega_0^2-\beta^2}$, which gives $p_{\rm flat}\approx g\omega_0^2/(4\pi)$ and an excess of $3/(2\omega_0)$ over equation (6). At $20^\circ$ that estimate is 4.3, in agreement with $5.83/1.35$. For a small basin, equation (4) makes the faulty generator faster when the minimum has $\beta$ within about $40^\circ$ of a pole, and slower when $\beta$ is closer to $90^\circ$ than that.

## How far the example can be trusted

The estimates below take 500 K, where $k_BT=0.0431$ eV, and 0.1 Torr. The energies in them are rough assumptions.

The number of starts depends strongly on the assumed basin radius. Reducing it to $10^\circ$ raises the requirement from 340 to 2724 starts. A real hydroxylated oxide also has unequal sites and can react with the precursor, so 340 is a planning figure for one idealized basin.

An orientation energy $-A\cos^2\theta$, with $\theta$ the tilt of the plane normal and $A=0.10$ eV, would put 11.4 % of a thermal population within $15^\circ$ of flat, against 3.4 % of unbiased starts. Counts of starts must not be read as populations.

The skeleton is not rigid either. It can bend out of its plane when the molecule meets the surface, so the relaxation should leave it free. A methyl torsion barrier of 5 meV gives a top-to-bottom population ratio $e^{-5/43.1}=0.89$. With so low a barrier the torsions of the isolated molecule are nearly free, and if hydrogen positions decide the minimum at the surface, they need random angles of their own.

Trimethylaluminium vapour is largely dimeric near room temperature. If a fraction $a$ of the dimers has split, and monomer and dimer together exert the pressure $p_t$ (any carrier gas excluded), mass action reads $K=4a^2p_t/(1-a^2)$, or $a=\sqrt{K/(K+4p_t)}$. A dissociation enthalpy of 0.90 eV and entropy of 1.9 meV/K, referred to 1 bar, leave about 0.01 % undissociated at equilibrium. Vapour that has not had time to equilibrate at 500 K may hold more.

## Choosing the setting

Use uniform unit quaternions when the favoured orientation is unknown. If the available input is Euler angles in the z-y-z convention used here, draw $\cos\beta$ uniformly in $[-1,1]$ and the other two angles uniformly over the full circle. Many codes take yaw, pitch and roll instead, $R=R_z(\alpha)R_y(\eta)R_x(\gamma)$. Since $R_x(\gamma)=R_y(90^\circ)R_z(\gamma)R_y(-90^\circ)$, this is a z-y-z rotation with $\beta=\eta+90^\circ$, apart from a fixed turn of the input frame. There $\sin\eta$ must be uniform in $[-1,1]$. An existing list made with uniform $\beta$ can be repaired by keeping each entry with probability $\sin\beta$. The kept density is then proportional to $\sin\beta$, and on average a fraction $2/\pi$ survives.

Set the height after the rotation, from the lowest atom. Fixing the height of Al and discarding starts that come too close would bring back a bias: at an Al height of 0.45 nm, a flat molecule meets the 0.35 nm clearance, while the orientation worked out above does not. Draw the lateral position uniformly over the surface cell.

To examine an unfamiliar generator, count flat starts with the plane normal on body $x$, $y$ and $z$ in turn. Each time a batch of 340 should contain $340\times0.0341=11.6$ within $15^\circ$, with standard deviation 3.3. If the rotation that acts last is about the surface normal, uniform Euler angles give 56.7 on average when the plane normal lies on the axis of the rotation that acts first, which is body $z$ in the convention used here and body $x$ for yaw, pitch and roll. For other orders of rotation the excess can be much smaller, and a single batch may not reveal it. Passing these counts therefore does not establish uniformity. The rotation angles should also follow equation (5), and because two references can be passed by a biased law, many references chosen at random should be used.

Numbers in the example were calculated in double precision.
